# Exact velocity of a travelling ferroelectric wall in quartic Landau dynamics

A planar domain wall with the parameters given below moves at 1.57 m/s in a field of 1.0 MV/cm, while its small-field mobility predicts 1.50 m/s. At 1.9 MV/cm the two values are 3.92 and 2.85 m/s, so the excess has grown from 4.6% to 38%. Viscosity, stiffness and Landau coefficients are the same at both fields. The excess comes from one quantity, the middle root of the local force, and that root gives the velocity in closed form.

## Model and sign conventions

The polarization \(P(x,t)\) points along the film normal and varies along \(x\), in the film plane. The wall is therefore neutral: \(P\) does not change along its own direction, and the wall carries no bound charge. The free-energy density is

\[
f=-\frac{\alpha}{2}P^2+\frac b4P^4+\frac g2\left(\frac{\partial P}{\partial x}\right)^2-EP,
\qquad \alpha,b,g>0 .
\]

A positive field \(E\) favours positive \(P\). The field is uniform and is the local field inside the film. Overdamped motion sets the viscous term equal to minus the variational derivative of the free energy:

\[
\Gamma\frac{\partial P}{\partial t}=F(P)+g\frac{\partial^2P}{\partial x^2},
\qquad F(P)=E+\alpha P-bP^3 .
\tag{1}
\]

The viscosity \(\Gamma\), in Ω m, is constant. Inertia, noise, defects and the crystal lattice are absent from (1).

At zero field the uniform stable states are \(\pm P_s\) with \(P_s=\sqrt{\alpha/b}\). In a field, the extrema of \(F\) follow from \(F'(P)=\alpha-3bP^2=0\), that is \(P=\pm P_s/\sqrt3\). With \(bP_s^2=\alpha\), the values there are

\[
F\!\left(\pm\frac{P_s}{\sqrt3}\right)
=E\pm\frac{\alpha P_s}{\sqrt3}\left(1-\frac13\right)
=E\pm E_c,\qquad
E_c=\frac{2\alpha P_s}{3\sqrt3}.
\]

The cubic has three distinct real roots when its local minimum is negative and its local maximum positive, hence for \(|E|<E_c\). Call them \(P_1<P_2<P_3\). Then

\[
F(P)=-b(P-P_1)(P-P_2)(P-P_3),\qquad P_1+P_2+P_3=0 .
\tag{2}
\]

The sum vanishes because \(F\) has no \(P^2\) term. A small uniform deviation \(\delta P\) from a root obeys \(\Gamma\,d\delta P/dt=F'\delta P\). Since \(F'<0\) at the outer roots and \(F'>0\) at the middle one, \(P_1\) and \(P_3\) are stable and \(P_2\) is unstable.

## The travelling wall

Place \(P_3\) on the left and \(P_1\) on the right. Positive \(v\) then means that the \(P_3\) domain grows. With \(z=x-vt\) and \(P=P(z)\), the time derivative is \(-vP'\), and (1) becomes

\[
gP''+\Gamma vP'+F(P)=0 .
\tag{3}
\]

The slope must vanish at both end states and be negative between them. The simplest polynomial with these properties is

\[
P'=k(P-P_1)(P-P_3),\qquad k>0 .
\tag{4}
\]

Differentiating once more with the chain rule gives

\[
P''=k(2P-P_1-P_3)P'=k^2(2P-P_1-P_3)(P-P_1)(P-P_3).
\]

Every term of (3) now contains \((P-P_1)(P-P_3)\), which is nonzero inside the wall. Dividing by it leaves

\[
gk^2(2P-P_1-P_3)+\Gamma vk-b(P-P_2)=0 .
\]

This must hold for every \(P\) between \(P_1\) and \(P_3\), so the coefficient of \(P\) and the constant term vanish separately:

\[
2gk^2=b,\qquad
\Gamma vk=gk^2(P_1+P_3)-bP_2=\frac b2(P_1+P_3-2P_2).
\]

The first condition gives \(k=\sqrt{b/(2g)}\), so \(b/(2k)=\sqrt{gb/2}\). The second then gives

\[
\boxed{\,v=\frac1\Gamma\sqrt{\frac{gb}{2}}\,(P_1+P_3-2P_2)
=-\frac{3P_2}{\Gamma}\sqrt{\frac{gb}{2}}\,}
\tag{5}
\]

where the last form uses \(P_1+P_3=-P_2\). For \(E>0\) the middle root is negative and \(v\) is positive. Reversing the field reverses \(P_2\) and \(v\). If the two domains are interchanged in space, \(k\) changes sign and so does the velocity along \(x\); the favoured domain still grows.

To obtain the profile, set \(m=(P_1+P_3)/2\), \(A=(P_3-P_1)/2\) and \(P=m-Au\). Then \((P-P_1)(P-P_3)=A^2(u^2-1)\), and (4) becomes \(u'=kA(1-u^2)\). Its solution centred at \(z=0\) is \(u=\tanh(kAz)\), so

\[
P(z)=\frac{P_1+P_3}{2}-\frac{P_3-P_1}{2}\tanh\frac zw,
\qquad w=\frac{2}{k(P_3-P_1)} .
\tag{6}
\]

At zero field \(P_3-P_1=2P_s\), and the half-width is \(w=\xi=\sqrt{2g/\alpha}\).

## Why no other velocity is possible

The trial slope (4) produced one solution. It remains to exclude other monotone walls between the same states. For any such wall, use \(P\) as the independent variable and define \(q(P)=-P'>0\). Then \(P''=-(dq/dP)P'=q\,dq/dP\), and (3), divided by \(q\), reads

\[
g\frac{dq}{dP}=\Gamma v-\frac Fq .
\]

Suppose there are two walls, with \(v_a>v_b\), and let \(D=q_a-q_b\). Subtraction gives

\[
g\frac{dD}{dP}=\Gamma(v_a-v_b)+\frac{F}{q_aq_b}D .
\]

Multiply by the positive integrating factor

\[
M(P)=\exp\left[-\int_{P_2}^{P}\frac{F(s)}{g\,q_a(s)q_b(s)}\,ds\right],
\qquad
\frac{d(MD)}{dP}=\frac{\Gamma}{g}(v_a-v_b)M>0 .
\]

Below \(P_2\) the force is negative and the integral runs downward; above \(P_2\) the force is positive and the integral runs upward. In both cases the integral is positive, so \(M\le1\). Both slopes vanish at the end states, hence \(D\to0\) and \(MD\to0\) at \(P_1\) and at \(P_3\). A strictly increasing function cannot have the same limit at both ends. The two velocities must therefore be equal.

## Energy balance

Multiply (3) by \(P'\) and integrate over \(z\). The gradient term is the integral of \(d(gP'^2/2)/dz\) and vanishes, because the slope is zero far from the wall. Let \(\phi(P)=-\alpha P^2/2+bP^4/4-EP\), so that \(F=-d\phi/dP\). Since \(P\) runs from \(P_3\) to \(P_1\),

\[
\Gamma v\int_{-\infty}^{\infty}P'^2dz
=-\int_{P_3}^{P_1}F\,dP=\phi(P_1)-\phi(P_3).
\tag{7}
\]

The right side is the free energy released per unit swept volume, and the left side is the viscous loss. The integral on the left follows from (4):

\[
\int P'^2dz=k\int_{P_1}^{P_3}(P-P_1)(P_3-P)\,dP=\frac k6(P_3-P_1)^3 .
\tag{8}
\]

## Small field: the linear mobility

Near \(E=0\) the middle root is small. In \(\alpha P_2-bP_2^3+E=0\) the cubic term is of third order in \(E\), so \(P_2=-E/\alpha+O(E^3)\). Equation (5) becomes

\[
v=\mu E+O(E^3),\qquad
\mu=\frac{3}{\Gamma\alpha}\sqrt{\frac{gb}{2}} .
\tag{9}
\]

The energy balance gives the same mobility without the middle root. To first order in \(E\), the released energy is \(2P_sE\): the end states shift, but \(\phi\) at zero field is stationary there, so the shift adds no first-order term. The loss integral may be taken for the static wall, for which (8) gives \(4kP_s^3/3\). Hence

\[
\mu=\frac{2P_s}{\Gamma(4kP_s^3/3)}=\frac{3}{2\Gamma kP_s^2}
=\frac{3}{\Gamma\alpha}\,\frac{b}{2k}
=\frac{3}{\Gamma\alpha}\sqrt{\frac{gb}{2}} .
\]

## Finite field and the coercive limit

The root equation can be rearranged without approximation as \(P_2=-E/(\alpha-bP_2^2)\). Inserted in (5), this gives

\[
\frac{v}{\mu E}=\frac{1}{1-P_2^2/P_s^2} .
\tag{10}
\]

This explains the excess over the linear law noted at the start. The linear law uses the slope \(\alpha\) of the force at \(P=0\). The cubic term weakens the average slope between zero and \(P_2\), so the unstable root moves farther than \(-E/\alpha\), and the velocity follows it.

For implementation, an explicit root is convenient. Put \(P_2=-(2P_s/\sqrt3)\sin\theta\). Using \(bP_s^2=\alpha\),

\[
\alpha P_2-bP_2^3
=-\frac{2\alpha P_s}{3\sqrt3}\left(3\sin\theta-4\sin^3\theta\right)
=-E_c\sin3\theta .
\]

The root equation is therefore \(\sin3\theta=E/E_c\). The middle root lies between \(\pm P_s/\sqrt3\), which requires \(|\theta|<\pi/6\) and selects the principal arcsine:

\[
v=\frac{\sqrt{6g\alpha}}{\Gamma}
\sin\left[\frac13\arcsin\frac{E}{E_c}\right],\qquad |E|<E_c .
\tag{11}
\]

The prefactor is \(3(2P_s/\sqrt3)\sqrt{gb/2}=2\sqrt3\sqrt{g\alpha/2}=\sqrt{6g\alpha}\). This form needs no cubic solver and no sorting of roots.

Let \(e=E/E_c\) and \(s=\sin\theta\). From \(3s-4s^3=e\), one iteration gives \(s=e/3+4s^3/3=e/3+4e^3/81+O(e^5)\). Relative to the leading term this is

\[
v=\mu E\left[1+\frac4{27}\left(\frac E{E_c}\right)^2+O(e^4)\right].
\]

At the other end, let \(e=1-\delta\) with small positive \(\delta\). Then \(\arcsin e\simeq\pi/2-\sqrt{2\delta}\), so \(\theta\simeq\pi/6-\sqrt{2\delta}/3\) and \(\sin\theta\simeq\frac12-\frac{\sqrt3}{2}\frac{\sqrt{2\delta}}{3}\). Therefore

\[
v\simeq v_c\left(1-\sqrt{\frac{2\delta}{3}}\right),\qquad
v_c=\frac1\Gamma\sqrt{\frac{3g\alpha}{2}} .
\]

The velocity stays finite, at \(3/2\) of the linear value, but its slope against field diverges because \(P_1\) and \(P_2\) merge with a square-root law. Above \(E_c\) the state ahead of the wall no longer exists as an equilibrium. That region switches by itself, and (5) has no meaning there.

## Worked example

The parameters are round values: \(P_s=20\) µC/cm², \(\alpha=2.5\times10^9\) V m/C, \(b=6.25\times10^{10}\) V m⁵/C³, \(g=1.25\times10^{-9}\) V m³/C and \(\Gamma=0.5\) Ω m. They give \(\xi=1.0\) nm and \(E_c=1.92\) MV/cm. At \(E=1.0\) MV/cm the roots are

\[
P_1=-17.578,\qquad P_2=-4.183,\qquad P_3=21.761\ \text{µC/cm}^2 .
\]

Their combination in (5) is \(-17.578+21.761+8.366=12.549\) µC/cm², or 0.12549 C/m². With \(\sqrt{gb/2}=6.25\) V m²/C,

\[
v=\frac{6.25\times0.12549}{0.5}=1.569\ \text{m/s}.
\]

The mobility is \(\mu=3\times6.25/(0.5\times2.5\times10^9)=1.5\times10^{-8}\) m²/(V s), or \(1.5\times10^{-4}\) cm²/(V s), and the linear velocity is 1.50 m/s. Equation (10) reproduces the ratio: \(1/[1-(4.183/20)^2]=1.046\). The quadratic correction alone gives 1.040. The moving wall has \(w=1.017\) nm, slightly more than at rest, because \(P_3-P_1\) has fallen from 40 to 39.34 µC/cm².

Two calculations that do not use the trial slope were made at this field. Solving the first-order equation for \(q(P)\) from both ends, and adjusting \(v\) until the two parts met, gave 1.5686 m/s. Evolving (1) in time from a tanh profile of half-width 3 nm, three times too wide, gave the same value.

| \(E\) (MV/cm) | exact \(v\) (m/s) | linear \(v\) (m/s) |
|---|---|---|
| 0.1 | 0.150 | 0.150 |
| 0.5 | 0.758 | 0.750 |
| 1.0 | 1.569 | 1.500 |
| 1.5 | 2.542 | 2.250 |
| 1.9 | 3.925 | 2.850 |

The linear law is low by about 1% of its own value at 0.5 MV/cm and by 13% at 1.5 MV/cm. The last row lies close to the limit \(v_c=4.33\) m/s, where the square-root law makes the velocity rise steeply.

## Lattice and simulation mesh

Replacing \(\partial^2P/\partial x^2\) by the second difference over a cell of 0.5 nm turns (1) into a chain of coupled cells. For \(\xi=1\) nm the velocity at 1.0 MV/cm falls to 1.531 m/s, 2.4% below the continuum value. The same equation describes a phase-field simulation with a 0.5 nm mesh and this difference formula, so the same error appears there as a numerical artefact.

A chain can also hold a wall at rest in a nonzero field. With \(\alpha\), \(b\) and the cell fixed, and \(g\) reduced to narrow the wall, the largest field that permits a static wall is:

| continuum half-width \(\xi=\sqrt{2g/\alpha}\) (nm) | depinning field (MV/cm) |
|---|---|
| 1.00 | 0.0002 |
| 0.50 | 0.18 |
| 0.25 | 1.13 |

The narrowest wall does not move at 1.0 MV/cm in this noise-free chain. The continuum formula would still assign it a quarter of the original velocity, about 0.39 m/s, since \(v\propto\sqrt g\) at fixed \(\alpha\), \(b\), \(\Gamma\) and \(E\). Equation (5) should therefore be used only after the wall width has been compared with the cell or mesh.

## Other corrections at the working field

**Curvature.** For a cylindrical \(P_3\) domain of radius \(R\gg w\), the Laplacian adds \(gP'/R\) to (3). The coefficient of \(P'\) becomes \(\Gamma\dot R+g/R\), and it must equal the planar value \(\Gamma v\). Hence \(\dot R=v-g/(\Gamma R)\). At \(R=10\) nm the reduction is 0.25 m/s, or 16% of the planar velocity. The two terms balance at 1.6 nm, but that radius is comparable with the wall half-width, so it is a scale and not a reliable critical radius.

**Interface layer.** Let a non-ferroelectric layer of thickness \(t_i=0.5\) nm and relative permittivity \(\epsilon_i=30\) lie in series with a film of thickness \(d=10\) nm. With shorted electrodes, \(E_fd+E_it_i=0\), and continuity of displacement requires \(\epsilon_0E_f+P_s=\epsilon_0\epsilon_iE_i\). Eliminating \(E_i\) gives

\[
E_f=-\frac{t_iP_s}{\epsilon_0(\epsilon_id+t_i)}=-0.38\ \text{MV/cm}.
\]

This field opposes the wall when the film is mostly switched and assists it when the film is mostly unswitched. With the polarization held at \(\pm P_s\), adding this field to 1.0 MV/cm gives 0.95 and 2.27 m/s; letting the polarization follow the field changes these values to 0.92 and 2.14 m/s. They are estimates from a uniformly polarized film; the field near an actual wall varies in space. The layer is also treated as a perfect insulator, although it would carry about 7.5 MV/cm with shorted electrodes and roughly 6 to 8 MV/cm at the working bias, more than the rough 4 MV/cm breakdown field quoted below for the film. Charge leaking into the layer could compensate part of the polarization and weaken \(E_f\).

**Heat and temperature.** Equation (7) gives a release of 39.8 J/cm³. With a rough heat capacity of 3 J/(cm³ K), and if no heat escapes, the viscous loss in one passage of the wall warms the film by 13 K. This leaves out the reversible heat that arises at fixed field when \(\alpha\) depends on temperature, because \(P_1^2\) and \(P_3^2\) differ; with the linear \(\alpha(T)\) assumed next, it adds about 4 K at 300 K. If \(\alpha\) falls linearly to zero at a rough 800 K, it is 12% smaller at 360 K than at 300 K. With \(b\), \(g\), \(\Gamma\) and \(E\) held fixed, the velocity rises to 1.83 m/s. A temperature-dependent viscosity would add its own change.

**Inertia.** A term \(m\,\partial^2P/\partial t^2\) on the left of (1) becomes \(mv^2P''\), which replaces \(g\) by \(g-mv^2\) in (3). Taking \(m=2\alpha/\omega^2\) for a mode at a rough 5 THz gives \(mv^2/g\approx10^{-8}\), which is negligible for the assumed viscosity. That viscosity corresponds to a damping rate \(\Gamma/m\) about \(3\times10^3\) times \(\omega\), so it is an effective value and not the damping of the mode itself. With \(\Gamma=0.1\,m\omega\), (5) would give about \(5\times10^4\) m/s, above the limiting speed \(\sqrt{g/m}\approx1.6\times10^4\) m/s, and inertia could not be dropped.

## Comparison with hafnia capacitors

The polarization, the field scale of 1 to 2 MV/cm and the 10 nm thickness are roughly those of hafnia memory capacitors, and the working field is about a quarter of a rough 4 MV/cm breakdown field. Two inputs are less secure. The viscosity is assumed, and the velocity scales as \(1/\Gamma\), so 1.57 m/s is not a prediction for a device. The half-width of 1 nm is also generous, since atomistic calculations for hafnia find some walls only about one cell wide. For such narrow walls the smooth-continuum assumption fails: within the chain model, narrowing the half-width to 0.25 nm changes the velocity at 1.0 MV/cm from about 1.5 m/s to zero. In a real film, thermal activation can move a wall below its depinning field, and defects can hold it above that field; neither process is in (1). The closed form also relies on a force that is cubic in a single order parameter; the derivation of (5) does not carry over to a free energy with a \(P^6\) term or with coupled lattice modes. Moreover, a measured coercive field generally reflects nucleation and pinning, so identifying it with \(E_c\) is a modelling choice that should be checked before \(\alpha\) is fitted to it.

Most of these values appear with more digits in the numerical output below.

## Calculated quantities

```
Ps = 20.0 uC/cm2
alpha = 2.500e+09 V m/C
b = 6.250e+10 V m5/C3
g = 1.250e-09 V m3/C
viscosity Gamma = 0.50 ohm m
static wall half-width xi = 1.000 nm
coercive field of the model Ec = 1.9245 MV/cm
working field E = 1.00 MV/cm, E/Ec = 0.5196
root P1 = -17.5777 uC/cm2
root P2 = -4.1830 uC/cm2
root P3 = 21.7607 uC/cm2
sqrt(g b/2) = 6.2500 V m2/C
k = 5.0000e+09 m/C
moving wall half-width = 1.0168 nm
exact velocity = 1.5686 m/s
velocity by shooting = 1.5686 m/s
velocity by time evolution = 1.5686 m/s
linear-law velocity = 1.5000 m/s
exact/linear = 1.0457
1 + (4/27)(E/Ec)^2 = 1.0400
mobility = 1.5000e-04 cm2/(V s) = 1.5000e-08 m2/(V s)
velocity limit at Ec = 4.3301 m/s
Table: E (MV/cm), exact v (m/s), linear v (m/s), ratio
  0.1  0.1501  0.1500  1.0004
  0.5  0.7577  0.7500  1.0103
  1.0  1.5686  1.5000  1.0457
  1.5  2.5420  2.2500  1.1298
  1.9  3.9248  2.8500  1.3771
energy released per swept volume = 39.79 J/cm3
time to cross 20 nm = 12.75 ns
lattice cell assumed = 0.50 nm
depinning field, half-width 1.00 nm = 2.142e-04 MV/cm
depinning field, half-width 0.50 nm = 1.756e-01 MV/cm
depinning field, half-width 0.25 nm = 1.128e+00 MV/cm
velocity on the lattice, half-width 1 nm = 1.5309 m/s
curvature slowing at R = 10 nm: 0.250 m/s
radius scale g/(Gamma v) = 1.594 nm
film 10 nm, interface layer 0.5 nm, layer permittivity 30
depolarizing field at full Ps = 0.376 MV/cm
velocity at E - Edep = 0.952 m/s
velocity at E + Edep = 2.272 m/s
rough heat capacity = 3 J/(cm3 K)
adiabatic heating per switching = 13.3 K
rough T0 = 800 K, alpha(360 K)/alpha(300 K) = 0.880
velocity at 360 K = 1.828 m/s
rough mode frequency = 5 THz
inertia ratio m v^2/g = 1.0e-08
rough breakdown field = 4 MV/cm, E/breakdown = 0.25
```
